# Nusselt numbers for laminar flow between uniformly heated parallel plates

## Form of the answer from linearity and symmetry

Fluid flows in the $x$ direction between wide plates at $y=0$ (wall 1) and $y=b$ (wall 2). The walls deliver uniform heat fluxes $q_1$ and $q_2$, counted positive into the fluid. We want the excess of each wall temperature over the bulk temperature

$$T_b(x)=\frac{1}{Ub}\int_0^b u(y)\,T(x,y)\,dy,\qquad U=\frac1b\int_0^b u\,dy .$$

This velocity-weighted average is the temperature the stream would have if it were collected and mixed.

With constant properties the energy equation is linear in $T$, so the excesses are linear in the fluxes. The temperature scale made from a flux, the gap and the conductivity $k$ is $qb/k$. The velocity profile is mirror-symmetric about the mid-plane, so exchanging the walls must exchange the two results. Hence

$$T_1-T_b=\frac bk(Aq_1-Bq_2),\qquad T_2-T_b=\frac bk(Aq_2-Bq_1),$$

with dimensionless $A$ and $B$. They could still depend on flow speed; the next section shows that in developed flow they do not.

One relation between them needs no integration. If $q_2=-q_1$, all heat entering at wall 1 leaves at wall 2. The bulk temperature is then constant along the channel, the developed profile is the straight line of pure conduction, and $T_1-T_2=q_1b/k$. The forms above give $T_1-T_2=2(A+B)q_1b/k$, so

$$A+B=\tfrac12 .$$

One number remains, and the velocity profile fixes it.

The Nusselt number is based on the hydraulic diameter, four times the flow area over the wetted perimeter: $4bW/(2W)=2b$ for plates of large width $W$. An insulated wall is still wetted, so the length is $2b$ in both cases. With $r=q_2/q_1$,

$$Nu_1=\frac{q_1(2b)}{k(T_1-T_b)}=\frac{2}{A-Br}.$$

## What developed flow implies

The flow is steady and laminar, density $\rho$, heat capacity $c$, viscosity $\mu$ and $k$ are constant, and viscous heating is neglected. Once the velocity has stopped changing along $x$, the momentum equation is $\mu u''=dp/dx$, with $u=0$ at both walls. Two integrations give

$$u=\frac{1}{2\mu}\left(-\frac{dp}{dx}\right)y(b-y).$$

Since $\int_0^b y(b-y)\,dy=b^3/6$, the mean speed is $U=(-dp/dx)\,b^2/(12\mu)$. With $\eta=y/b$,

$$\frac uU=6\eta(1-\eta),\qquad -\frac{dp}{dx}=\frac{12\mu U}{b^2}.$$

The energy equation, axial conduction included, is

$$\rho c\,u\,\frac{\partial T}{\partial x}=k\left(\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial y^2}\right).$$

Thermally developed flow at uniform flux means that the profile keeps its shape and size: $T(x,y)=T_b(x)+F(y)$. Substitution gives

$$kF''(y)=\rho c\,u(y)\,T_b'(x)-kT_b''(x).$$

The left side does not depend on $x$. Writing the equation at two heights with different $u$ and subtracting shows that $T_b'$ does not depend on $x$ either. Therefore $T_b''=0$, and axial conduction drops out without any assumption of high speed. Integrating across the gap, where the walls supply $q_1+q_2$, gives

$$\rho c\,Ub\,T_b'=q_1+q_2 .$$

Now eliminate $T_b'$:

$$\frac{d^2F}{dy^2}=\frac{q_1+q_2}{kb}\,\frac uU .$$

Speed and heat capacity have cancelled. A faster stream warms more slowly along $x$ in just the proportion that leaves the cross-stream heat flow unchanged. Thus $A$ and $B$ are pure numbers.

A two-dimensional calculation tested the axial-conduction result at $Ub/\alpha=2$, where $\alpha=k/(\rho c)$ is the thermal diffusivity and axial conduction is strong. The outlet had zero temperature gradient. Halfway along the channel $Nu_1$ was 8.237 for equal heating and 5.385 for one insulated wall, against the values 8.2353 and 5.3846 derived below.

## Integration for any velocity profile

Let $v=u/U$, and let

$$V(\eta)=\int_0^\eta v\,d\eta'$$

be the fraction of the flow between wall 1 and height $\eta$, so that $V(0)=0$ and $V(1)=1$. In terms of $\eta$ the equation is $F_{\eta\eta}=(b/k)(q_1+q_2)v$. Heat entering at wall 1 requires $q_1=-k\,\partial T/\partial y$ there, hence $F_\eta(0)=-q_1b/k$. One integration gives

$$F_\eta=\frac bk\left[-q_1+(q_1+q_2)V\right]=\frac bk\left[-q_1(1-V)+q_2V\right].$$

At $\eta=1$ this is $q_2b/k$, the correct condition for heat entering at wall 2. The energy balance has already secured it.

The bulk average of $F$ is zero, because $T=T_b+F$. Therefore

$$T_1-T_b=F(0)-\int_0^1vF\,d\eta=-\int_0^1v(\eta)\int_0^\eta F_{\eta'}\,d\eta'\,d\eta .$$

Exchange the order of integration. For fixed $\eta'$ the factor $v$ is integrated from $\eta'$ to 1, which gives $1-V(\eta')$. Thus

$$T_1-T_b=\frac bk\int_0^1\left[q_1(1-V)^2-q_2V(1-V)\right]d\eta ,$$

and the two coefficients are

$$A=\int_0^1(1-V)^2d\eta,\qquad B=\int_0^1V(1-V)\,d\eta .$$

These expressions for wall 1 hold for any profile. For wall 2 the same steps give $\int_0^1V^2d\eta$ in place of $A$, with the same $B$. Mirror symmetry of the profile makes the two walls share one $A$ and gives $A+B=\tfrac12$; without it neither need hold. For the parabolic profile, $V=3\eta^2-2\eta^3$. Mirror symmetry gives $1-V(\eta)=V(1-\eta)$, so $(1-V)^2$ and $V^2$ have the same integral:

$$A=\int_0^1(9\eta^4-12\eta^5+4\eta^6)\,d\eta=\frac95-2+\frac47=\frac{63-70+20}{35}=\frac{13}{35}.$$

The integral of $V$ is $1-\tfrac12=\tfrac12$, so

$$B=\int_0^1V\,d\eta-\int_0^1V^2d\eta=\frac12-\frac{13}{35}=\frac{9}{70}.$$

The sum is $26/70+9/70=1/2$, as the conduction argument required. The result is

$$T_1-T_b=\frac{b}{70k}(26q_1-9q_2),\qquad Nu_1=\frac{140}{26-9r}.$$

Equal heating, $r=1$, gives $Nu=140/17=8.2353$. With wall 2 insulated, $r=0$ and $Nu_1=140/26=70/13=5.3846$.

The integrals also give the limit of uniform velocity, $V=\eta$. Then $A=1/3$ and $B=1/6$, and the two Nusselt numbers are 12 and 6. The parabolic profile lowers both. For any symmetric profile $\int_0^1V\,d\eta=\tfrac12$, so $A=\tfrac14+\int_0^1(V-\tfrac12)^2d\eta$ and $A-B=2A-\tfrac12$. The parabolic profile carries less of the flow near the walls, which puts $V$ further from $\tfrac12$ everywhere except at the walls and the mid-plane. Both $A$ and $A-B$ are therefore larger than for uniform velocity.

## Reading the cross term

At fixed $q_1$, changing wall 2 from equally heated to insulated raises $T_1-T_b$ by the factor $26/17$. This does not mean that the wall itself becomes hotter. Heating wall 2 adds $q_2x/(\rho cUb)$ to the bulk temperature at distance $x$ from the inlet, and subtracts $9q_2b/(70k)$ from $T_1-T_b$. With the scaled distance $X=x\alpha/(Ub^2)$, the net change of $T_1$ at fixed inlet temperature is

$$\Delta T_1=\frac{q_2b}{k}\left(X-\frac{9}{70}\right).$$

This holds where the flow is developed, which requires $X$ to be several times 0.07, as shown below. There the bracket is positive, so heating the opposite wall warms this wall too, but warms the bulk more.

Three other flux ratios help in checking an implementation:

- At $r=-1$, pure conduction, $Nu_1=140/35=4$.
- At $r=26/9$, $T_1=T_b$ although wall 1 still delivers heat, and $Nu_1$ diverges.
- For $r>26/9$, wall 1 is colder than the bulk while it heats the fluid, and $Nu_1$ is negative.

The last two cases are regular in temperature. Code that allows unequal fluxes should therefore use the linear formulas for $T_1-T_b$ and $T_2-T_b$, and form a Nusselt number afterwards if one is wanted.

With wall 2 insulated, $T_2-T_b=-9q_1b/(70k)$. The insulated wall is colder than the bulk, since heat reaches it by crossing the whole stream.

## Distance needed to reach the limit

Suppose the fluid enters at uniform temperature with the parabolic velocity already formed, and neglect axial conduction. Let $\theta$ be the temperature above the inlet value. Then $v\,\theta_X=\theta_{\eta\eta}$, with wall slopes $-q_1b/k$ and $q_2b/k$. Expand $\theta=\sum_n a_n(X)\phi_n(\eta)$ in the solutions of

$$\phi_n''+\lambda_nv\phi_n=0,\quad \phi_n'(0)=\phi_n'(1)=0,\quad \int_0^1v\phi_m\phi_n\,d\eta=\delta_{mn}.$$

Multiply the energy equation by $\phi_n$ and integrate by parts twice. The boundary terms carry the wall fluxes:

$$\frac{da_n}{dX}=-\lambda_na_n+\frac bk\left[q_1\phi_n(0)+q_2\phi_n(1)\right],\qquad a_n(0)=0 .$$

The constant mode, $\lambda_0=0$, is the bulk rise. The others give

$$T_1-T_b=\frac{q_1b}{k}\sum_{n\ge1}\frac{\phi_n(0)\left[\phi_n(0)+r\phi_n(1)\right]}{\lambda_n}\left(1-e^{-\lambda_nX}\right).$$

Each mode is even or odd about the mid-plane, so $\phi_n(1)=\pm\phi_n(0)$. For $r=0$ and $r=1$ no term is negative. The wall excess therefore grows along the channel, and $Nu_1$ falls towards its limit from above.

The slowest odd mode has $\lambda=13.66$ and the slowest even mode $\lambda=49.01$. Equal heating makes the factor $\phi_n(0)+\phi_n(1)$ vanish for odd modes, so it excites even modes alone. One-sided heating excites both kinds and must wait for the slower one. This is the origin of the condition on $X$ above: $1/13.66=0.07$. Evaluated far downstream, this entrance problem gave 8.2353 and 5.3846, an independent test of both limits.

## Worked example: a water-cooled silicon plate

The following round values are chosen for illustration. The gap is $b=100$ µm, the length $L=20$ mm, the width $W=10$ mm and the mean speed 0.5 m/s. Water enters at 30 °C, and each heated wall delivers $q=20$ W/cm². The water has $k=0.63$ W/(m K), $\rho=990$ kg/m³, $c=4180$ J/(kg K) and $\mu=0.6$ mPa s. The Reynolds number is

$$\frac{\rho U(2b)}{\mu}=\frac{990\times0.5\times2\times10^{-4}}{6\times10^{-4}}=165,$$

well inside the laminar range. The temperature scale is

$$\frac{qb}{k}=\frac{2\times10^5\times10^{-4}}{0.63}=31.75\ \text{K}.$$

The wall excess is $(26/70)\times31.75=11.79$ K for one heated wall and $(17/70)\times31.75=7.71$ K for two. The corresponding heat-transfer coefficients, $h=Nu\,k/(2b)$, are 1.696 and 2.594 W/(cm² K).

For one heated wall the bulk rise over the length is

$$\frac{qL}{\rho cUb}=\frac{2\times10^5\times0.02}{990\times4180\times0.5\times10^{-4}}=19.33\ \text{K},$$

and for two it is 38.66 K. The outlet wall temperatures are

$$30+19.33+11.79=61.1\ ^\circ\text{C},\qquad 30+38.66+7.71=76.4\ ^\circ\text{C}.$$

The case with the higher Nusselt number has the hotter wall, because at fixed flux per wall and fixed flow it puts twice the heat into the water.

At fixed total heat the comparison is different. Spreading the heat over both walls halves each flux, and the excess falls to 3.85 K. The ratio $11.79/3.85$ is the factor $52/17=3.06$. The bulk rise stays at 19.33 K, so the outlet wall is at about 53 °C, some 8 K below the one-sided case.

## How far a real cold plate departs from the model

The example is an open slot with uniform wall flux. Where ribs divide a plate into deep, narrow channels, the two long walls of each channel are the ribs, and the flux varies along their height. Hot spots on a chip also make the flux uneven. The estimates below apply to the example as posed; they do not cover ribs or hot spots.

**Entrance region.** $Nu$ comes within 5 % of its limit after 5.39 mm for one heated wall and 1.52 mm for two. Since $Ub^2/\alpha=32.8$ mm, these are about $0.16\,Ub^2/\alpha$ and $0.046\,Ub^2/\alpha$. Averaged over the 20 mm length, the wall excess is 0.939 and 0.983 of the developed value. The velocity should settle sooner, in about 0.38 mm. This rough estimate divides the two-sided thermal length by the Prandtl number, 3.98.

**Viscosity.** Water thins by roughly 1.8 % per kelvin. A developed-profile calculation with this variation across the gap puts $Nu$ above its constant-property value by about 2.7 % for one heated wall and 1.1 % for two. In the one-sided case the sign agrees with the integral for $A$: if thinner fluid at the hot wall draws flow towards it, $V$ increases and $A$ falls. Along the two-sided channel the viscosity halves. The constant-property pressure drop, $12\mu UL/b^2=7.20$ kPa, is therefore a rough figure.

**Conductivity.** Take the conductivity of water to rise by roughly 0.15 % per kelvin. In the two-sided case the bulk warms by 19.33 K between mid-length and outlet, so the conductivity rises by about 3 %. At fixed flux the wall excess changes by about the same fraction, in the opposite sense. The conductivity also varies across the gap and is highest at the hot wall. This raises $Nu$ by roughly a further 1 % for one heated wall and somewhat less for two, in addition to the viscosity effect.

**The lid.** If 5 % of the heated wall's flux enters through the nominally insulated wall, $r=0.05$ and $Nu_1$ rises by 1.8 %.

**Side walls.** During its passage heat diffuses sideways by about $\sqrt{4\alpha L/U}=156$ µm. Adding one gap for the slowed flow at each side, roughly 5 % of the width is affected. The formulas describe the rest.

**Conduction along the silicon.** For plates 0.3 mm thick with conductivity 130 W/(m K), the heat carried lengthwise at the two-sided temperature gradient is 1.9 % of the heat each wall delivers. This small share does not measure the effect near the ends. With conductivity $k_s$ and thickness $t$, the silicon evens out the wall temperature over a length of about $\sqrt{k_st/h}$, which is 1.5 mm for one heated wall and 1.2 mm for two. If the heat arrives uniformly at the outer faces and the plate ends are insulated, the flux into the water is therefore well above its mean at the inlet and below it at the outlet. The outlet wall temperatures given above, which assume uniform flux into the water, are then too high by roughly 1 to 2 K.

Viscous heating supplies $12\mu U^2/b$ per unit plate area, a fraction $9\times10^{-5}$ of the one-sided wall flux. The Rayleigh number is 0.76, far too small for buoyant rolls. Away from the side walls, the hottest wall is 23.6 K below 100 °C, so boiling is not expected there near atmospheric pressure. If the flux is uniform right up to the side walls, the slow flow in the corners makes the wall hotter there, at the outlet by roughly 8 K for one heated wall and 16 K for two when the side walls are insulating, which removes most of the two-sided margin; sideways conduction in the silicon reduces this excess.

For this slot, then, the largest correction computed for the mean wall excess under one-sided heating is the entrance effect, about 6 %. Local values near the ends can depart further. For a given channel length, the entrance effect on the mean is proportional to $Ub^2/\alpha$ as long as the channel is much longer than the entrance region. A wider gap or faster flow can make the developed formula unsuitable even though the flow stays laminar; the modal sum then replaces it, provided the velocity becomes parabolic early in the heated length. The numerical output that follows lists the main computed values.

## Computed values

```
Nu equal heating, exact: 140/17 = 8.2353
Nu one wall insulated, exact: 70/13 = 5.3846
Nu from entrance problem, two / one: 8.2353 / 5.3846
Nu with axial conduction (U b/alpha = 2), two / one: 8.237 / 5.385
Gap: 100 um; length: 20 mm; width: 10 mm
Mean speed: 0.5 m/s; inlet: 30 deg C
Flux per heated wall: 20 W/cm2
Water conductivity: 0.63 W/(m K); density: 990 kg/m3
Water heat capacity: 4180 J/(kg K); viscosity: 0.6 mPa s
Reynolds number (on 2b): 165; Prandtl: 3.98
Temperature scale q b/k: 31.75 K
One-sided: coefficient h = 1.696 W/(cm2 K)
One-sided: wall excess over bulk = 11.79 K
One-sided: bulk rise = 19.33 K; outlet wall = 61.1 deg C
One-sided: Nu within 5% of limit after 5.39 mm
One-sided: local Nu at outlet = 5.3852
One-sided: length-mean excess / developed = 0.939
One-sided: Nu with variable viscosity = 5.532 (+2.7 %)
Two-sided: coefficient h = 2.594 W/(cm2 K)
Two-sided: wall excess over bulk = 7.71 K
Two-sided: bulk rise = 38.66 K; outlet wall = 76.4 deg C
Two-sided: Nu within 5% of limit after 1.52 mm
Two-sided: local Nu at outlet = 8.2353
Two-sided: length-mean excess / developed = 0.983
Two-sided: Nu with variable viscosity = 8.325 (+1.1 %)
Insulated wall minus bulk: -4.08 K
Two-sided excess at half flux (same total heat): 3.85 K
Excess ratio one/two-sided, same total heat: 3.059
Scaled decay rates, lopsided / symmetric mode: 13.66 / 49.01
Their 1/e lengths: 2.40 / 0.67 mm
Velocity entrance length, rough: 0.38 mm
Viscosity sensitivity, rough: 1.8 %/K
Viscosity ratio inlet/outlet, two-sided: 2.01
Conductivity change, mid-length to outlet, two-sided: 2.9 %
Sideways heat diffusion reach: 156 um
Width share touched by side walls, rough: 5.1 %
Silicon wall: 130 W/(m K), 0.3 mm thick
Axial heat in silicon / wall heat, two-sided: 1.9 %
Nu change if lid brings 5 % of flux: +1.8 %
Pressure drop: 7.20 kPa
Viscous heat / wall heat, one-sided: 9.0e-05
Rayleigh number, one-sided: 0.76
Margin of hottest wall below 100 deg C: 23.6 K
```
